# Coexistence of Two Atoms on a Partially Reflecting Growth Island

Take an atomic island of radius 10 nm on a crystal at 130 K, under a flux of 0.01 monolayer per second. In the model treated here, the probability that a second atom lands on the island before the first has left is $3.4\times10^{-5}$ if an atom steps down from the edge as easily as it hops on the terrace. If stepping down costs an extra 0.13 eV, the probability is 0.26. The flux, the radius and the mobility on the terrace are the same in both cases. What has changed is how often an atom that reaches the edge is turned back.

The two atoms must be present together before they can form the nucleus of a second layer. To find the probability $p$ of this, let the island be a disk of fixed radius $R$, empty at the start. A first atom lands at a uniformly random point. It diffuses with coefficient $D$, does not evaporate, and does not return once it has left. The flux $F$ is the number of atoms landing per area and time. Landings are independent, so arrivals on the disk form a Poisson process of rate

$$s=\pi R^2F .$$

Let $T$ be the residence time of the first atom and $f(t)$ its probability density. The waiting time for the next arrival is exponential and independent of $T$. If the first atom leaves at time $t$, the chance that no other has yet landed is $e^{-st}$. Hence

$$p=\int_0^\infty f(t)\,(1-e^{-st})\,dt=1-\hat f(s),\qquad \hat f(s)=\int_0^\infty e^{-st}f(t)\,dt .$$

The Laplace transform of the residence-time distribution, evaluated at the arrival rate, is therefore the probability that the first atom escapes alone. The full distribution in time is not needed.

Let $u(\mathbf r)$ be this escape-alone probability for an atom starting at $\mathbf r$. During a short time $dt$ no second atom arrives with probability $1-s\,dt$, and the first atom moves by a random displacement with zero mean and variance $2D\,dt$ along each axis. Expanding $u$ to second order in the displacement and averaging gives

$$u=(1-s\,dt)\left(u+D\,dt\,\nabla^2u\right)+O(dt^2).$$

The terms of order $dt$ must cancel, so

$$D\nabla^2u=s\,u .$$

The condition at the edge follows from the hops. Consider a triangular lattice with nearest-neighbour distance $a$ and hop rate $k$ in each of the six directions. Then $D=\tfrac14\cdot6k\,a^2=\tfrac32ka^2$. Let the edge be straight and parallel to a close-packed row. The rows are $b=\sqrt3a/2$ apart, and two of the six hops lead to the next row outward, at total rate $w=2k$. As a check, diffusion normal to the rows has coefficient $wb^2=2k\cdot\tfrac34a^2=D$. At the edge each outward hop has the smaller rate $\alpha k$, where

$$\alpha=e^{-E_{\rm ES}/k_BT}$$

and $E_{\rm ES}$ is the extra barrier, called the Ehrlich–Schwoebel barrier. Hop prefactors are taken as equal.

If $u$ depends on the row number alone, hops along a row do not change it. For the last row $N$, where a successful exit gives $u=1$,

$$w(u_{N-1}-u_N)+\alpha w(1-u_N)=s\,u_N .$$

An interior row would obey $w(u_{N-1}-u_N)+w(u_{N+1}-u_N)=s\,u_N$. We may use this interior equation for row $N$ as well if a fictitious outer row is given the value defined by

$$u_{N+1}-u_N=\alpha(1-u_N).$$

Place the edge halfway between rows $N$ and $N+1$, so that each row occupies a strip of width $b$ and the island area equals the number of sites times the site area. Up to an error of order $b^2$, the value at the edge is the mean of the two rows:

$$1-u(R)=1-u_N-\frac{\alpha}{2}(1-u_N)=\left(1-\frac{\alpha}{2}\right)(1-u_N).$$

The slope there is $u'(R)=(u_{N+1}-u_N)/b=\alpha(1-u_N)/b$. Eliminating $1-u_N$ gives

$$\ell\,u'(R)=1-u(R),\qquad \ell=b\,\frac{1-\alpha/2}{\alpha}=b\left(\frac1\alpha-\frac12\right).$$

With the transfer velocity $\kappa=D/\ell$ this is

$$D\,u'(R)=\kappa\,[1-u(R)] .$$

The same algebra applied to the density $n$ gives an outward current $\kappa n(R)$ per unit length of edge, which is the direct meaning of $\kappa$. As $\kappa\to0$ the slope vanishes and the edge reflects every atom. As $\kappa\to\infty$, $u(R)\to1$ and every atom that reaches the edge leaves. Applying the straight-edge result to a disk requires $R\gg b$ and ignores the varying orientation of a round edge.

Define two dimensionless numbers,

$$x=R\sqrt{\frac sD}=\sqrt{\frac{\pi FR^4}{D}},\qquad h=\frac{\kappa R}{D}=\frac R\ell .$$

The number $x^2$ compares the diffusion time $R^2/D$ with the waiting time $1/s$, and $h$ measures how open the edge is. Since the disk and its edge condition are the same in every direction, $u$ depends on $r$ alone and obeys

$$u''+\frac1r u'=\frac{x^2}{R^2}u .$$

Its solutions are the modified Bessel functions $I_0(xr/R)$ and $K_0(xr/R)$. The second diverges at the centre and is excluded, so $u=A\,I_0(xr/R)$. Since $I_0'=I_1$, the edge condition becomes

$$\frac{Dx}{R}A\,I_1(x)=\kappa\,[1-A\,I_0(x)].$$

Dividing by $\kappa$ and using $Dx/(\kappa R)=x/h$ gives

$$A=\frac{1}{I_0(x)+(x/h)I_1(x)} .$$

The landing point is uniform over the disk, so $u$ must be averaged with weight $2r/R^2$. With $z=xr/R$ and $(zI_1)'=zI_0$,

$$\hat f(s)=\frac{2A}{x^2}\int_0^x zI_0(z)\,dz=\frac{2A\,I_1(x)}{x}.$$

The required probability is

$$\boxed{\,p=1-\frac{2I_1(x)}{x\left[I_0(x)+(x/h)I_1(x)\right]}\,}$$

The formula is easier to read when inverted:

$$\frac1{1-p}=\frac{x\,I_0(x)}{2I_1(x)}+\frac{x^2}{2h}.$$

The first term can be reduced with the series $I_n(x)=\sum_j (x/2)^{2j+n}/[j!\,(j+n)!]$. For $m\ge1$ the coefficient of $(x/2)^{2m}$ in $I_0-I_2$ is

$$\frac1{(m!)^2}-\frac1{(m-1)!\,(m+1)!}=\frac{(m+1)-m}{m!\,(m+1)!}=\frac1{m!\,(m+1)!},$$

which is the corresponding coefficient in $2I_1/x$. The constant terms are both 1. Thus $I_0=I_2+2I_1/x$, and the first term equals $1+xI_2/(2I_1)$. Subtracting 1 from both sides, and using $1/(1-p)-1=p/(1-p)$, we find

$$\frac p{1-p}=\frac{x\,I_2(x)}{2I_1(x)}+\frac{sR}{2\kappa},$$

because $x^2/(2h)=(sR^2/D)\,D/(2\kappa R)$. The odds of coexistence are a sum of an interior part, which does not involve the edge barrier, and an edge part proportional to $1/\kappa$. The probabilities themselves do not add in this way.

These formulas were compared with a calculation that does not use Bessel functions. The disk was divided into 400 rings, the survival probability was built from the decay modes of the resulting rate equations, and it was then integrated over the exponential arrival time. For $(x,h)=(2,1)$ both routes give $p=0.70872$. For $(6,20)$ they give 0.76124 and 0.76123.

When arrivals are slow, $x\ll1$, the first terms of the series are

$$I_2=\frac{x^2}8\left(1+\frac{x^2}{12}+\dots\right),\qquad I_1=\frac x2\left(1+\frac{x^2}8+\dots\right),$$

and so

$$\frac{xI_2}{2I_1}=\frac{x^2}8\left(1-\frac{x^2}{24}+\dots\right).$$

To first order in $s$ the odds are $s\tau$, with

$$\tau=\frac{R^2}{8D}+\frac R{2\kappa}.$$

Since $1-\hat f(s)=s\langle T\rangle+O(s^2)$, this $\tau$ is the mean residence time. Its first part is the time to find the edge, and its second part is the delay caused by being turned back. When $p$ is small, the edge part gives $p\approx\pi FR^3/(2\kappa)$ and the interior part gives $p\approx\pi FR^4/(8D)$. The radius therefore enters with a different power in the two regimes, at fixed flux and temperature.

The mean time also gives a bound for every $x$. In the series, the ratio of each term of $I_2$ to the term of the same power in $(x/4)I_1$ is $2/(j+2)$, which is 1 for $j=0$ and smaller afterwards. Hence $I_2<(x/4)I_1$ for $x>0$, the interior odds are below $x^2/8$, and

$$p<\frac{s\tau}{1+s\tau}.$$

The right-hand side is the result for an exponentially distributed $T$, whose transform is $1/(1+s\tau)$. The shortfall of the true odds is less than the whole interior contribution $x^2/8$, so relative to $s\tau$ it is less than

$$\frac{x^2/8}{x^2/8+x^2/(2h)}=\frac h{h+4}.$$

For a strongly reflecting edge, $h\ll1$, the simple expression $s\tau/(1+s\tau)$ is thus accurate even when $x$ is not small. The atom crosses the island many times before it leaves and loses the memory of where it landed. In the ring calculation the slowest decay mode carries a weight of 0.9998 at $h=0.1$, but 0.69 for an almost perfectly absorbing edge. In the second case a sizeable share of the atoms land near the edge and leave early.

The Bessel functions matter when $x$ is not small and the edge is fairly open. For $x=6$ and $h=20$, $s\tau=36(1/8+1/40)=5.4$, and the exponential estimate is $5.4/6.4=0.84$, against the correct 0.76. When arrivals are fast, $x\gg1$, the asymptotic ratio $I_0/I_1\approx1+1/(2x)$ gives

$$\frac1{1-p}\approx\frac x2+\frac14+\frac{x^2}{2h}.$$

For an absorbing edge this becomes $1-p\approx2/x$ at leading order. It is the fraction of the disk lying in an edge strip of width $\sqrt{D/s}$, from which an atom can still escape before the next one lands.

The opening example uses rough values in the regime of silver growing on its (111) face: $a=0.289$ nm, a terrace barrier of 0.10 eV, an extra edge barrier of 0.13 eV, and an attempt rate of $10^{12}\ \mathrm{s^{-1}}$ per hop direction. At 130 K the hop rate per direction is $k=1.33\times10^8\ \mathrm{s^{-1}}$, so that

$$D=\tfrac32ka^2=1.66\times10^7\ \mathrm{nm^2/s}.$$

With $b=0.250$ nm and $\alpha=9.1\times10^{-6}$, the edge length is $\ell=2.74\times10^4$ nm and $\kappa=D/\ell=607$ nm/s. The site area $ab=0.0723\ \mathrm{nm^2}$ converts the flux to $F=0.138\ \mathrm{nm^{-2}s^{-1}}$, and for $R=10$ nm the arrival rate is $s=43.4\ \mathrm{s^{-1}}$. The two parts of the residence time are

$$\frac{R^2}{8D}=7.5\times10^{-7}\ \mathrm s,\qquad \frac R{2\kappa}=8.24\times10^{-3}\ \mathrm s .$$

The atom finds the edge in under a microsecond on average, but stays for about eight milliseconds. Then $s\tau=0.358$ and $p=0.358/1.358=0.26$. Here $h=3.6\times10^{-4}$, so replacing the Bessel formula by the exponential expression changes the odds by less than one part in $10^4$. At $R=80$ nm, where $x$ has risen to 1.03, the interior odds are 0.13 and the edge odds are 183. The Bessel functions thus have little effect on $p$ throughout this example. With an open edge at the same radius, by contrast, the interior part would dominate.

Setting the edge odds equal to 1 gives the radius at which $p=1/2$:

$$R_{1/2}\approx\left(\frac{2\kappa}{\pi F}\right)^{1/3}=14.1\ \mathrm{nm}.$$

This is not the radius at which the second layer typically starts, because an island has many trials while it grows. At fixed $R$, one trial consists of a mean wait $1/s$ for the first atom and a race of mean duration $\int_0^\infty e^{-st}S(t)\,dt=p/s$, where $S(t)$ is the probability that $T>t$. Each trial succeeds with probability $p$, so the mean time to coexistence is $(1+p)/(sp)$. For small $p$ the success rate is

$$sp\approx\frac{(\pi F)^2R^5}{2\kappa}.$$

Suppose that each island collects all atoms deposited on an area $L^2$, with $L=30$ nm. At $g=0.01$ monolayer per second its area grows at the rate $gL^2=9\ \mathrm{nm^2/s}$, so $dt=2\pi R\,dR/(gL^2)$. The expected number of successes up to radius $R$ is then

$$\int sp\,dt=\frac{\pi(\pi F)^2R^7}{7\kappa gL^2}.$$

It reaches 1 at

$$R\approx\left(\frac{7\cdot607\cdot9}{\pi\,(0.434)^2}\right)^{1/7}\mathrm{nm}\approx5\ \mathrm{nm},$$

where a single trial succeeds with a probability of about 0.04. In this model an island would rarely reach 10 nm with its top still empty. The value 0.26 is the probability for one trial given such an island, and should not be read as the fraction of 10 nm islands that carry a second layer.

Coexistence leads to a nucleus if the atoms meet and stay together. For 600 simulated pairs on a hexagonal island of 4447 sites with a closed edge, the mean time to become neighbours was $5.9\pm0.3\ \mathrm{\mu s}$. If each atom leaves at the rate $1/\tau$, the chance that one departs before they meet is about 0.14%. With an assumed pair bond of 0.20 eV, break-up has a rate of about $2\ \mathrm{s^{-1}}$ per hop direction, or about $14\ \mathrm{s^{-1}}$ for the six hops that separate the pair, compared with 43 arrivals per second. A pair therefore usually stays intact until a third atom lands. If it does break up, both atoms are still on the island and normally meet again within microseconds, long before either leaves. At higher temperature, with a weaker bond or with a more open edge, this step would need its own treatment. With no extra barrier the residence time is about $0.8\ \mathrm{\mu s}$, several times shorter than the meeting time above, so the value $3.4\times10^{-5}$ is a probability of coexistence and not of nucleation. At 300 K the meeting time is about half the residence time, and the pair breaks up at about $5\times10^7\ \mathrm{s^{-1}}$. Growth of the island is unimportant within one race, which lasts 6 ms on average and sees the area increase by a fraction $1.7\times10^{-4}$.

For real silver surfaces the least secure inputs are the barriers and the attempt rate. Lowering or raising the edge barrier by 0.01 eV, at fixed temperature and radius, changes $p$ from 0.26 to 0.13 or 0.47. For $\alpha\ll1$, $\kappa$ is proportional to the attempt rate for stepping down, which on a real surface need not equal the attempt rate on the terrace. A tenfold larger rate at the step would reduce the odds to 0.036, and a hundredfold larger one to about 0.004. For compact islands the shape matters less. A lattice solution for the hexagon gives $p=0.261$, against 0.271 from the disk formula at equal area, because the hexagon has a perimeter 5% longer. The formula treats the round edge as close-packed everywhere. A round edge cut from the lattice offers about 10% more outward hops than this, which lowers the disk value to about 0.25. Islands grown at low temperature can also be branched, and then the shape matters a great deal: at equal area, three times as many outward hops would reduce $p$ to about 0.1. A non-uniform edge can have a still larger effect. If the barrier is lower by 0.05 eV along one contiguous tenth of the hexagon's edge, the lattice solution gives $p=0.0355$ for a segment holding 10.2% of the outward hops. Averaging the exit rate over the edge gives 0.0350, so the atom does sample nearly the whole perimeter before leaving, and a short easy segment can control the escape. Real edges have kinks and different step types, so a single value of $E_{\rm ES}$ is best regarded as an effective one.

The example is also a cold one. For $\alpha\ll1$, $\kappa\approx2kb\alpha$, and the edge odds vary as $\exp[(E_{\rm t}+E_{\rm ES})/k_BT]$, where $E_{\rm t}$ is the terrace barrier. With $R=10$ nm and the flux held fixed, $p$ is 0.45 at 125 K, 0.14 at 135 K and $3\times10^{-6}$ at 300 K. In an actual growth run the island spacing, and with it the radius reached, also changes with temperature, so these values compare equal islands and do not predict how the roughness of a film depends on temperature. The numerical output lists the values for other radii and temperatures.

## Numbers as computed

```
Race on the disk: p from survival function, p from Bessel formula
  x=0.5 h=0.1: 0.56158  0.56158
  x=2.0 h=1: 0.70872  0.70872
  x=6.0 h=20: 0.76124  0.76123
  x=3.0 h=1e+06: 0.46001  0.46001
Weight of slowest mode, h=0.1: 0.99980
Weight of slowest mode, h=1e6: 0.6917
Inputs: a=0.289 nm, nu=1e+12 1/s, T=130 K, R=10 nm
  terrace barrier 0.10 eV, edge extra 0.13 eV
  flux 0.01 ML/s = 0.1383 atoms/(nm^2 s)
Row spacing b: 0.2503 nm; site area: 0.07233 nm^2
Hop rate per direction: 1.328e+08 1/s; D: 1.664e+07 nm^2/s
alpha: 9.125e-06; ell: 2.743e+04 nm; kappa: 606.6 nm/s
Arrival rate s: 43.43 1/s; x: 0.01616; h: 3.646e-04
Residence, interior part: 7.512e-07 s
Residence, edge part: 8.242e-03 s
s*tau: 0.3580; p: 0.2636
p without extra edge barrier: 3.426e-05
Radius (nm), x, interior odds, edge odds, p
  5  0.0040  2.039e-06  0.04475  0.04283
  10  0.0162  3.263e-05  0.358  0.26363
  20  0.0646  5.220e-04  2.864  0.74123
  40  0.2585  8.330e-03  22.91  0.95819
  80  1.0340  1.281e-01  183.3  0.99458
Radius for p=1/2: 14.083 nm; edge law: 14.084 nm
Radius for x=1: 78.7 nm
Temperature (K), p at R=10 nm
  110  9.374e-01
  125  4.487e-01
  135  1.434e-01
  150  2.266e-02
  200  2.724e-04
  300  3.368e-06
Neglected effects at the example's numbers
  p for edge barrier -0.01 eV: 0.1279
  p for edge barrier +0.01 eV: 0.4664
  hexagon of 4447 sites, equal-area radius 10.119 nm
  p hexagon: 0.2610; p equal-area disk: 0.2706
  easy edge share 0.102, barrier lower by 0.05 eV
  p: lattice 0.0355, averaged exit rate 0.0350
  mean meeting time: 5.90e-06 +- 2.5e-07 s
  chance that one leaves before they meet: 1.43e-03
  mean duration of race: 6.070e-03 s
  island area growth in it (spacing 30 nm): 1.7e-04
  pair break-up rate per direction (bond 0.20 eV): 2.34 1/s
```
